\section*{Exponential decay of the stress ripple of a periodic misfit array, part 2}

We seek the stress of an infinite row of edge dislocations in the interface $z=0$, and in particular how its nonuniform part decays with distance from the interface. The lines run along $y$ at $x=np$, with $n$ any integer. The Burgers vector has magnitude $b$ and lies along $x$, and the extra half-planes are in $z>0$. The medium is infinite, isotropic and linear elastic, with the same shear modulus $G$ and Poisson ratio $\nu$ on both sides. The strain is plane ($u_y=0$), and tensile stress is positive.

Across the interface, the upper minus the lower displacement $u_x$ falls by $b$ in a sharp step at each line, so its slope is $-b\sum_n\delta(x-np)$. With $E=2G(1+\nu)$, Hooke's law reads
\begin{align}
\varepsilon_{xx}
&=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}
=\frac{(1-\nu^2)\sigma_{xx}-\nu(1+\nu)\sigma_{zz}}{2G(1+\nu)}\nonumber\\
&=\frac{(1-\nu)\sigma_{xx}-\nu\sigma_{zz}}{2G},
\qquad
\varepsilon_{xz}=\frac{\sigma_{xz}}{2G}.
\label{eq:hooke}
\end{align}

Angle brackets denote an average over one period in $x$. With $\sigma_0=Gb/[(1-\nu)p]$, the array alone has $\langle\sigma_{xx}\rangle=-\sigma_0\operatorname{sgn}z$, a jump of $-2\sigma_0$ from below to above.

The nonuniform part is a sum of harmonics with wavenumbers $k=mK$, where $K=2\pi/p$ and $m\ge1$. Each follows from an Airy function $\phi=f(z)\cos kx$ through $\sigma_{xx}=\partial_z^2\phi$, $\sigma_{zz}=\partial_x^2\phi$ and $\sigma_{xz}=-\partial_x\partial_z\phi$, with
\begin{equation}
f''''-2k^2f''+k^4f=
\left(\frac{d^2}{dz^2}-k^2\right)^2f=0 .
\label{eq:ode}
\end{equation}
Trying $f=e^{sz}$ gives the double roots $s=\pm k$, hence also the solutions $ze^{\pm kz}$. For this array, $f=(\sigma_0/k)ze^{-k|z|}$. In the numerical example below, $f$ is redefined as the misfit.

\section{The envelope, its size and its limits}

\textbf{Q:} Before we discuss decay, restate what is being carried over.

\textbf{A:} The lines lie at $x=np$, $z=0$, with Burgers vector $b$ along $x$ and extra half-planes above. The medium is infinite and isotropic, with shear modulus $G$ and Poisson ratio $\nu$. The symbols are $K=2\pi/p$ and $\sigma_0=Gb/[(1-\nu)p]$. The mean of $\sigma_{xx}$ is $-\sigma_0\operatorname{sgn}z$, and the other two in-plane components have zero mean. The harmonic with wavenumber $mK$ has the amplitudes
\begin{equation}
\begin{aligned}
\sigma_{xx}&:\ -\sigma_0\operatorname{sgn}z\,(2-mK|z|)e^{-mK|z|},\\
\sigma_{zz}&:\ -\sigma_0mKz\,e^{-mK|z|},\\
\sigma_{xz}&:\ \sigma_0(1-mK|z|)e^{-mK|z|},
\end{aligned}
\label{eq:amps}
\end{equation}
multiplying $\cos mKx$, $\cos mKx$ and $\sin mKx$ respectively. I call the part of $\sigma_{xx}$ left after subtracting its mean the ripple.

\textbf{Q:} There is the difficulty. You promised an exponential, but every amplitude contains a factor linear in $z$. Is the envelope $e^{-2\pi |z|/p}$ or not?

\textbf{A:} It is the exponential part of the envelope. It is not a complete upper bound, even after multiplication by a constant. To make this precise, set
\begin{equation}
Z=K|z|,\qquad q=e^{-Z},
\end{equation}
and find the largest ripple at a given depth. Its magnitude is
\begin{equation}
\sigma_0\left|\sum_{m=1}^{\infty}(2-mZ)q^m\cos mKx\right|.
\end{equation}
If $Z\ge2$, every coefficient $2-mZ$ is zero or negative. The triangle inequality bounds the sum by $\sum_m(mZ-2)q^m$, and at $x=0$, where all cosines equal one, this bound is reached.

The geometric series gives $\sum_{m\ge1}q^m=q/(1-q)$. Applying $q\,d/dq$ to it gives $\sum_{m\ge1}mq^m=q/(1-q)^2$. The largest ripple is therefore $\sigma_0P(Z)$, with
\begin{equation}
P(Z)=q\left[\frac{Z}{(1-q)^2}-\frac{2}{1-q}\right],
\qquad Z\ge2 .
\label{eq:P}
\end{equation}

\textbf{Q:} What happens to this at large depth?

\textbf{A:} Separate the first harmonic:
\begin{equation}
\frac{P(Z)}{e^{-Z}}=(Z-2)+
\left[\frac{Zq(2-q)}{(1-q)^2}-\frac{2q}{1-q}\right].
\label{eq:ratio}
\end{equation}
The bracket comes from subtracting $Z$ and $2$ from the two terms of \eqref{eq:P}, using $1-(1-q)^2=q(2-q)$. It tends to zero because $Zq\to0$. The ratio therefore grows as $Z-2$, and no constant times $e^{-Z}$ can bound the ripple at all depths. On the other hand,
\begin{equation}
-\frac{\ln P(Z)}{|z|}
=K-\frac{\ln(Z-2)+o(1)}{|z|}\longrightarrow K=\frac{2\pi}{p}.
\end{equation}
The limiting logarithmic decay rate is thus $2\pi/p$. Any slower exponential, $e^{-(1-\epsilon)Z}$ with $0<\epsilon<1$, does bound the ripple for $Z\ge2$ after multiplication by a suitable constant, because $P(Z)e^{(1-\epsilon)Z}$ is continuous and tends to zero.

\textbf{Q:} Do the other stresses obey the same statement?

\textbf{A:} Yes. For $\sigma_{zz}$ the coefficients $mZ$ are positive at every depth, so its largest magnitude is at $x=0$ and equals
\begin{equation}
\sigma_0\frac{Zq}{(1-q)^2}.
\label{eq:peakzz}
\end{equation}
At large depth this tends to $\sigma_0Ze^{-Z}$. Close to the interface $1-q\approx Z$, and it becomes $\sigma_0/Z=Gb/[2\pi(1-\nu)|z|]$, the value for the nearest dislocation alone. For the shear stress, the harmonics with $m\ge2$ contribute terms of order $Zq^2$. Its maximum at large depth is therefore $\sigma_0(Z-1)e^{-Z}$ to leading order.

\textbf{Q:} Is there a physical reason why the lateral spacing sets the depth of penetration?

\textbf{A:} Equation \eqref{eq:ode} balances variation along $z$ against variation along $x$. A field that oscillates quickly along the interface must also change quickly away from it. Seen as a superposition, the alternating parts of the sources are smeared out at a depth comparable with their wavelength. The longest wavelength present is $p$, so it penetrates furthest. Because the isotropic elastic equation is of fourth order, with a repeated root, the exponential comes with a linear factor. Both the repeated root and the rate $K$ are properties of isotropy. For a cubic crystal with $x$, $y$, $z$ along the cube axes, \eqref{eq:ode} becomes $f''''-2ak^2f''+k^4f=0$ with $a=[(C_{11}^2-C_{12}^2)/C_{44}-2C_{12}]/(2C_{11})$, and $a=1$ only in the isotropic case. For $a<1$ the roots are complex, with real part $k\sqrt{(1+a)/2}<k$, so the amplitude decays more slowly and oscillates with depth. Constants near those of silicon, $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa, give $a=0.50$ and $s=\pm(0.87\pm0.50i)k$. For $a>1$ the roots are real and one is smaller than $k$ in magnitude. In a real crystal the spacing still sets the length scale, but the limiting rate is in general not $2\pi/p$.

\textbf{Q:} Give me magnitudes. Does the linear factor matter in practice?

\textbf{A:} Take the round model parameters $G=50$ GPa, $\nu=0.25$, $b=0.40$ nm and misfit $f=0.02$. I define $f$ as the tensile strain that the upper crystal would need, relative to the lower one, to remain in registry without dislocations. Full relief requires one Burgers vector of length per period, so
\begin{equation}
p=\frac bf=\frac{0.40}{0.02}\ \text{nm}=20\ \text{nm},
\qquad
\frac1K=\frac p{2\pi}=3.18\ \text{nm}.
\end{equation}
With $G$ written as $50\,000$ MPa, the uniform stress has magnitude
\begin{equation}
\sigma_0=\frac{50\,000\times0.40}{0.75\times20}\ \text{MPa}
=1333\ \text{MPa}.
\end{equation}

At $z=10$ nm, $Z=3.142$ and $q=0.04321$. The square bracket in \eqref{eq:P} is $1.3415$, so the largest ripple is $1333\times0.04321\times1.3415=77.3$ MPa. Repeating the calculation, and using \eqref{eq:peakzz} for $\sigma_{zz}$, gives the following peak magnitudes.

\begin{center}
\begin{tabular}{rrrrr}
$z$ (nm) & $Z$ & ripple (MPa) & $\sigma_{zz}$ (MPa) & $P/e^{-Z}$\\
7 & 2.20 & 78.7 & 411 & 0.53\\
10 & 3.14 & 77.3 & 198 & 1.34\\
20 & 6.28 & 10.7 & 15.7 & 4.30\\
30 & 9.42 & 0.80 & 1.01 & 7.43\\
40 & 12.57 & 0.049 & 0.058 & 10.57
\end{tabular}
\end{center}

The last column would be constant for a pure exponential. Instead it approaches $Z-2$, which is $4.28$ at $20$ nm and $10.57$ at $40$ nm. Between these two depths, the mean logarithmic slope of the ripple is
\begin{equation}
\frac{\ln(10.7/0.049)}{20\ \text{nm}}=0.269\ \text{nm}^{-1}.
\end{equation}
The limiting rate is $K=0.314\ \text{nm}^{-1}$. A straight line through these two points on a logarithmic plot thus gives only $0.857K$. The difference comes from the growing linear factor, not from a different exponential.

\textbf{Q:} Your first two rows trouble me. From $7$ to $10$ nm the exponential falls by more than half, yet the ripple hardly changes.

\textbf{A:} The first harmonic of $\sigma_{xx}$ passes through zero at $Z=2$, which is $z=p/\pi=6.37$ nm. There the ripple consists of the higher harmonics alone. Setting $Z=2$ in \eqref{eq:P} gives
\begin{equation}
P(2)=\frac{2q}{(1-q)^2}-\frac{2q}{1-q}
=\frac{2q^2}{(1-q)^2},\qquad q=e^{-2},
\end{equation}
and the peak is $65.3$ MPa. To see what follows, differentiate one term of the sum behind \eqref{eq:P}:
\begin{equation}
\frac{d}{dZ}\left[(mZ-2)e^{-mZ}\right]
=m(3-mZ)e^{-mZ}.
\label{eq:slope}
\end{equation}
For $2\le Z<3$ the first harmonic grows, while all terms with $m\ge2$ shrink. Just beyond $p/\pi$ the growth wins. A numerical one-dimensional maximisation of $P$ over $2\le Z\le5$ puts the maximum at $8.20$ nm, where the ripple is $86.5$ MPa. The first two rows of the table lie on either side of this maximum.

\textbf{Q:} So the ripple can increase with depth. Can it do so again further out?

\textbf{A:} No. For $Z>3$ every term in \eqref{eq:slope} is negative, so $P$ decreases from there on. This allows a clear definition of where the ripple becomes small. Solving $P(Z)=0.01$ numerically by bracketing the root gives $z=19.1$ nm, or $0.954p$. At greater depths the ripple stays below one percent of $\sigma_0$. The peak values of $\sigma_{zz}$ and $\sigma_{xz}$ reach one percent of $\sigma_0$ at $1.03p$ and $1.00p$. In this infinite isotropic model, one period is a useful estimate of the depth at which the stress has become nearly uniform in $x$.

\textbf{Q:} Nearly uniform, but still $1333$ MPa in magnitude. How can misfit dislocations relieve stress if they leave so much of it?

\textbf{A:} That is the stress of the array by itself. A misfitting pair of crystals also carries a coherency stress. Here the misfit is along $x$ only. Consider two equally thick layers, much thicker than $p$ and held flat. Force balance makes their coherency stresses opposite, so they share the strain difference $f$ as $+f/2$ above and $-f/2$ below. The mean normal stress $\sigma_{zz}$ is zero, and \eqref{eq:hooke} gives
\begin{equation}
\sigma_{\rm coh}=\frac{2G}{1-\nu}\,\frac f2\operatorname{sgn}z
=\frac{Gf}{1-\nu}\operatorname{sgn}z .
\end{equation}
Adding the mean array stress gives
\begin{equation}
\sigma_{\rm coh}+\langle\sigma_{xx}\rangle
=\frac{G}{1-\nu}\left(f-\frac bp\right)\operatorname{sgn}z .
\label{eq:cancel}
\end{equation}
For $p=b/f$ this vanishes. In numbers, $+1333$ MPa of coherency tension in the upper crystal meets $-1333$ MPa from the array. What is left is the nonuniform field, which decays away from the interface. If the dislocations are further apart than $b/f$, a uniform part of the misfit stress remains at any depth.

\textbf{Q:} A real film is not half of an infinite medium. May I insert its thickness for $z$ and read off the surface stress?

\textbf{A:} No, not for the ripple. A free surface at $z=h$ must have $\sigma_{zz}=\sigma_{xz}=0$, whereas the infinite-medium solution generally leaves both nonzero there. A correction field must cancel these tractions. For the first harmonic on a thick substrate take $\phi=(A+Bs)e^{Ks}\cos Kx$ with $s=z-h<0$. At $s=0$ its amplitudes are $\sigma_{zz}=-K^2A$, $\sigma_{xz}=K^2A+KB$ and $\sigma_{xx}=K^2A+2KB=2\sigma_{xz}+\sigma_{zz}$. With $Z=Kh$, cancelling the tractions in \eqref{eq:amps} needs $\sigma_{zz}=\sigma_0Ze^{-Z}$ and $\sigma_{xz}=\sigma_0(Z-1)e^{-Z}$, so the correction to $\sigma_{xx}$ is $\sigma_0(3Z-2)e^{-Z}$. Added to $\sigma_0(Z-2)e^{-Z}$, it gives a surface amplitude $4\sigma_0(Z-1)e^{-Z}$. Replacing $Z$ by $mZ$ and summing over $m$ gives a peak surface ripple of $52.8$ MPa at $h=20$ nm, about five times the tabulated $10.7$ MPa, and one percent of $\sigma_0$ is reached only at $h=1.26p$.

The mean part is easier, because its tractions on the surface are already zero. Let a flat film of thickness $h$ lie on a substrate of thickness $H$, with mean array stresses $c_+$ and $c_-$. The jump condition and force balance are
\begin{equation}
c_+-c_-=-2\sigma_0,\qquad hc_++Hc_-=0.
\end{equation}
The second equation gives $c_-=-hc_+/H$, and the first then gives $c_+=-2\sigma_0H/(h+H)$. For $h=H$ this is $-\sigma_0$. For a thin film on a thick substrate it approaches $-2\sigma_0$. The coherency stress is shared in the same proportion, so the cancellation at $p=b/f$ remains.

\textbf{Q:} You also assumed perfect spacing. Suppose every second dislocation is slightly out of place. Surely a small error makes a small change?

\textbf{A:} At large depth the change is small compared with $\sigma_0$, but not compared with the regular ripple. Shift every second line by $d$, so that the lines lie at $2np$ and $(2n+1)p+d$. The repeat length is now $2p$, which allows the wavenumber $k=\pi/p=K/2$. Treat the structure as two arrays of period $2p$. Each has half the line density, and hence the prefactor $\sigma_0/2$. Their lowest harmonics combine through
\begin{align}
\cos kx+\cos k(x-p-d)
&=\cos kx-\cos(kx-kd)\nonumber\\
&=-2\sin\left(kx-\frac{kd}{2}\right)\sin\frac{kd}{2},
\end{align}
where $kp=\pi$ supplied the minus sign. The new harmonic of $\sigma_{xx}$ therefore has amplitude
\begin{equation}
S=\sigma_0\left|2-\frac{\pi |z|}{p}\right|
e^{-\pi |z|/p}\left|\sin\frac{\pi d}{2p}\right|.
\label{eq:sub}
\end{equation}
For $d=0$ it vanishes, and the original period is restored. For any small nonzero $d$ its decay rate is half that of the regular array, so it dominates at sufficient depth.

\textbf{Q:} Does that happen at a depth where there is still stress to speak of?

\textbf{A:} In the example let $d=p/10=2$ nm and $z=30$ nm. Then $\pi z/p=4.712$, half the tabulated $Z$, and the exponential is the square root of $e^{-Z}=8.07\times10^{-5}$. Equation \eqref{eq:sub} gives
\begin{equation}
S=1333\times2.712\times\sqrt{8.07\times10^{-5}}
\times\sin\frac{\pi}{20}\ \text{MPa}=5.08\ \text{MPa}.
\end{equation}
The first harmonic of the regular array at that depth is $0.80$ MPa. The displaced lines thus leave a stress that is small compared with $\sigma_0$ but several times the regular ripple.

\textbf{Q:} Does commensurability force such displacements?

\textbf{A:} It can, if all cores must occupy equivalent lattice sites. In the example $p/b=50$, so regular spacing is compatible with the lattice: per period, $50$ lower planes face $51$ upper planes. If the misfit called for a mean spacing of $50.5b$, such cores could alternate between spacings of $50b$ and $51b$. Every second line would then be displaced by $b/2$ from its ideal position, and \eqref{eq:sub} applies with $|d|=b/2$. The mean misfit could still be fully relieved, but the repeat length would be twice the mean spacing. In this continuum model, the decay at depth is governed by the longest wavelength with a nonzero amplitude, which need not be the mean spacing.

\textbf{Q:} One last objection. A real core is not a sharp step, and linear elasticity fails inside it. Does the exponential depend on the delta functions?

\textbf{A:} Its rate does not, within a simple extension of the model. Spread each step over the interface with a nonnegative, even weight $w(x)$ of unit area, the same for every line. The row of delta functions is then convolved with $w$, and the harmonic $m$ is multiplied by
\begin{equation}
w_m=\int_{-\infty}^{\infty}w(x)\cos(mKx)\,dx,
\qquad |w_m|\le1 .
\end{equation}
The mean is unchanged because $w$ has unit area. The decay factors in \eqref{eq:amps} are unchanged because they come from the medium outside the interface. Provided $w_1\ne0$, the limiting rate remains $2\pi/p$, with a reduced ripple at large depth. For a core much narrower than $p$, $w_1$ is close to one. The detailed stress inside the core is outside the reach of this calculation.
